**Hydrogenic 1s state in a magnetic field: diamagnetic shift, Langevin susceptibility and Lamb shielding**

For one electron bound to a fixed nucleus of charge $Z$ in a uniform field $B$ (atomic units, symmetric gauge, orbital part only), the 1s shift is $B^2/4Z^2-53B^4/192Z^6+\dots$, the magnetizability is $\xi=-1/2Z^2$, the susceptibility of $n$ atoms per volume is $\chi=\mu_0n\xi$, and the shielding of a nuclear moment $\mu$ is $\sigma=\alpha^2Z/3$, with $\alpha$ the fine-structure constant. The program asserts the expansion of $(\mathbf p+\mathbf A_B+\mathbf A_\mu)^2/2$ on an asymmetric test function, that $\mathbf L$ annihilates 1s but not 2p, and, symbolically, the radial moments, the Dalgarno–Lewis function and the coefficient $-53/192$. It obtains $\xi$ and $\sigma$ from three-dimensional quadrature of the induced current in a tilted field and from numerical integration of Ampère's equation. Diagonalization in a Laguerre basis is asserted to reproduce the $B^2$, $B^4$ and $\mu B$ coefficients and the momentum sum rule that cancels a shift of the gauge origin, for $Z=1$ and 2, and SI forms are asserted against atomic-unit forms. For hydrogen at 10 T the output shows a shift of $1.231\times10^{-8}$ eV, $\chi/n=-4.958\times10^{-5}$ Å$^3$ and $\sigma=17.75$ ppm, with a spin Zeeman shift $4.7\times10^4$ times the diamagnetic one. At 25000 T the term $B^2/4$ exceeds the diagonalized shift of $0.07604$ eV by 1.2%.

## Check in Python

```python
# Hydrogenic 1s state (fixed nucleus, charge Z) in a uniform field B, atomic units
# (electron charge -1, mu0/4pi = alpha^2), symmetric gauge A_B = B x r / 2:
#   H = p^2/2 - Z/r + B.L/2 + |B x r|^2/8   (the spin term only adds a constant)
# Claims: shift = B^2/(4Z^2) - 53 B^4/(192 Z^6) + ..., magnetizability xi = -1/(2Z^2),
# chi = mu0 n xi, orbital shielding sigma = alpha^2 Z/3 (nuclear moment mu,
# A_mu = alpha^2 mu x r / r^3). Below t = alpha^2 mu; rho is the 1s density.
import numpy as np
import sympy as sp
from scipy import constants as C
from scipy.special import roots_laguerre, eval_genlaguerre, eval_legendre, gammaln
from scipy.linalg import eigh, solve
from scipy.integrate import solve_ivp

# ---------- operator algebra on explicit functions ----------
x, y, z = X = sp.symbols('x y z', real=True)
R = sp.Matrix(X)
rr = sp.sqrt(x**2 + y**2 + z**2)
Bv = sp.Matrix([sp.Rational(3, 10), sp.Rational(-7, 10), sp.Rational(11, 10)])
tv = sp.Matrix([sp.Rational(-4, 5), sp.Rational(1, 2), sp.Rational(2, 5)])
AB = Bv.cross(R)/2
Am = tv.cross(R)/rr**3
mom = lambda f: sp.Matrix([-sp.I*sp.diff(f, q) for q in X])
ang = lambda f: R.cross(mom(f))
lap = lambda f: sum(sp.diff(f, q, 2) for q in X)
div = lambda V: sum(sp.diff(V[i], X[i]) for i in range(3))
curl = lambda V: sp.Matrix([sp.diff(V[2], y)-sp.diff(V[1], z),
                            sp.diff(V[0], z)-sp.diff(V[2], x),
                            sp.diff(V[1], x)-sp.diff(V[0], y)])
points = [(0.3, -0.8, 0.5), (1.1, 0.4, -0.9), (-0.6, 1.3, 0.2)]
def size(e):
    return max(abs(complex(sp.sympify(e).subs(dict(zip(X, p))).evalf())) for p in points)
assert curl(AB) == Bv and div(AB) == 0
assert size(div(Am)) < 1e-12
dipole = (3*R*tv.dot(R) - tv*rr**2)/rr**5
assert max(size(e) for e in curl(Am) - dipole) < 1e-12
f = (x + 2*y**2 - x*z)*sp.exp(-(x**2 + 2*y**2 + 3*z**2)/4)
A = AB + Am
first = mom(f) + A*f
lhs = sum(-sp.I*sp.diff(first[i], X[i]) + A[i]*first[i] for i in range(3))/2
cross = (Bv.dot(tv)*rr**2 - Bv.dot(R)*tv.dot(R))/(2*rr**3)
rhs = (-lap(f)/2 + Bv.dot(ang(f))/2 + (Bv.dot(Bv)*rr**2 - Bv.dot(R)**2)*f/8
       + tv.dot(ang(f))/rr**3 + cross*f + Am.dot(Am)*f/2)
assert size(lhs - rhs) < 1e-12 and size(lhs) > 1e-2
assert max(size(e) for e in ang(sp.exp(-rr))) < 1e-13          # L kills 1s
p_plus = (x + sp.I*y)*sp.exp(-rr/2)
assert size(ang(p_plus)[2] - p_plus) < 1e-13 and size(p_plus) > 0.1  # not 2p
# Laplacian of g(r) B x r equals (g'' + 4g'/r) B x r
r, Zs = sp.symbols('r Z', positive=True)
c = sp.symbols('c', real=True)
g = (1 + r)*sp.exp(-r)
gop = (sp.diff(g, r, 2) + 4*sp.diff(g, r)/r).subs(r, rr)
assert size(lap(g.subs(r, rr)*AB[0]) - gop*AB[0]) < 1e-12

# ---------- exact moments and the B^4 coefficient ----------
psi = sp.sqrt(Zs**3/sp.pi)*sp.exp(-Zs*r)
def mean(e):
    radial_part = sp.integrate(sp.expand(e), (c, -1, 1))
    return sp.simplify(sp.integrate(sp.expand(2*sp.pi*r**2*psi**2*radial_part), (r, 0, sp.oo)))
for n in (-1, 0, 2, 3, 4, 5):
    assert sp.simplify(mean(r**n) - sp.factorial(n+2)/(2*(2*Zs)**n)) == 0
W = r**2*(1 - c**2)/8
E1 = mean(W)
assert sp.simplify(E1 - 1/(4*Zs**2)) == 0
P2 = (3*c**2 - 1)/2
fdl = -r**2/(12*Zs**2) - r**3/(36*Zs) + (r**2/(24*Zs**2) + r**3/(36*Zs))*P2
u = fdl*psi
lap_u = sp.diff(r**2*sp.diff(u, r), r)/r**2 + sp.diff((1-c**2)*sp.diff(u, c), c)/r**2
assert sp.simplify(sp.expand((-lap_u/2 - Zs*u/r + Zs**2*u/2 + (W-E1)*psi)/psi)) == 0
E2 = mean((W - E1)*fdl)
assert sp.simplify(E2 + sp.Rational(53, 192)/Zs**6) == 0
c4_exact = float(E2.subs(Zs, 1))

# ---------- 3D quadrature of the induced current ----------
def grid(Z):
    s, ws = roots_laguerre(30)
    ct, wc = np.polynomial.legendre.leggauss(8)
    ph = 2*np.pi*np.arange(8)/8
    rad, cth, phi = np.meshgrid(s/(2*Z), ct, ph, indexing='ij')
    wt = (ws/(2*Z))[:, None, None]*wc[None, :, None]*(2*np.pi/8)*rad**2*Z**3/np.pi
    sth = np.sqrt(1 - cth**2)
    pos = np.stack([rad*sth*np.cos(phi), rad*sth*np.sin(phi), rad*cth], -1)
    return pos.reshape(-1, 3), wt.ravel(), rad.ravel()   # wt = rho dV
Bt = np.array([0.3, -0.7, 1.1])
for Z in (1, 2, 3):
    pos, wt, rad = grid(Z)
    jdV = -0.5*np.cross(Bt, pos)*wt[:, None]
    moment = 0.5*np.cross(pos, jdV).sum(0)
    bind = (np.cross(jdV, -pos)/rad[:, None]**3).sum(0)  # Biot-Savart / alpha^2
    assert np.allclose(moment, -Bt/(2*Z**2), atol=1e-11)
    assert np.allclose(bind, -Bt*Z/3, atol=1e-11)

# ---------- Ampere's equation for A_ind = alpha^2 g(r) B x r ----------
def ampere(Z, r0=1e-4, Rm=30.0):
    src = lambda q: 2*Z**3*np.exp(-2*Z*q)
    sol = solve_ivp(lambda q, v: [v[1], src(q) - 4*v[1]/q], (r0, Rm),
                    [0.0, src(r0)*r0/5], method='DOP853', rtol=1e-11, atol=1e-15)
    gR, dgR = sol.y[:, -1]
    return -2*(-Rm*dgR/3 - gR), -Rm**4*dgR/3   # sigma/alpha^2, xi
for Z in (1, 2):
    sg, xi = ampere(Z)
    assert abs(sg - Z/3) < 1e-6 and abs(xi + 1/(2*Z**2)) < 1e-6
amp_sigma, amp_xi = ampere(1)

# ---------- non-perturbative diagonalization, m = 0 ----------
xs, ws = roots_laguerre(60)
ct, wc = np.polynomial.legendre.leggauss(30)
N = 25
def radial(l):
    P, D = [], []
    for n in range(N):
        k = np.exp(0.5*(gammaln(n+1) - gammaln(n+2*l+3)))
        L = eval_genlaguerre(n, 2*l+2, xs)
        dL = -eval_genlaguerre(n-1, 2*l+3, xs) if n else 0*xs
        P.append(k*xs**(l+1)*L)
        D.append(k*((l+1)*xs**l*L + xs**(l+1)*dL) - P[-1]/2)
    return np.array(P), np.array(D)
def build(Z, lam, ls):
    rq = xs/(2*lam)
    rad = {l: radial(l) for l in ls}
    Y = {l: np.sqrt((2*l+1)/2)*eval_legendre(l, ct) for l in ls}
    S, H0, Wd, Wx = (np.zeros((N*len(ls),)*2) for _ in range(4))
    for i, l in enumerate(ls):
        P, D = rad[l]
        a = slice(i*N, (i+1)*N)
        S[a, a] = (P*ws) @ P.T
        H0[a, a] = 2*lam**2*(D*ws) @ D.T + (P*ws*(l*(l+1)/(2*rq**2) - Z/rq)) @ P.T
        for j, l2 in enumerate(ls):
            b = slice(j*N, (j+1)*N)
            s2 = np.sum(wc*Y[l]*Y[l2]*(1 - ct**2))
            Wd[a, b] = s2*(P*ws*rq**2/8) @ rad[l2][0].T
            Wx[a, b] = s2*(P*ws/(2*rq)) @ rad[l2][0].T
    return S, H0, Wd, Wx
def ground(M, B, t=0.0):
    return eigh(M[1] + B**2*M[2] + t*B*M[3], M[0], eigvals_only=True, subset_by_index=[0, 0])[0]
lam, diag = 1.5, {}
for Z in (1, 2):
    M = build(Z, lam, [0, 2, 4, 6, 8])
    assert np.abs(M[0] - np.eye(len(M[0]))).max() < 1e-8
    E0 = ground(M, 0.0)
    assert abs(E0 + Z**2/2) < 1e-10
    Bs = Z**2*np.linspace(0.01, 0.06, 6)
    q = np.array([(ground(M, b) - E0)/b**2 for b in Bs])
    fit = np.polyfit((Bs/Z**2)**2, q, 3)
    c2, c4 = fit[-1], fit[-2]/Z**4
    assert abs(c2*4*Z**2 - 1) < 1e-5
    assert abs(c4*Z**6/c4_exact - 1) < 2e-3      # fit truncation and round-off
    b, t = 0.005, 0.1
    mixed = (ground(M, b, t) - ground(M, b, -t) - ground(M, -b, t) + ground(M, -b, -t))/(4*b*t)
    assert abs(mixed - Z/3) < 1e-4               # O(B^2) finite-difference error
    # sum over p states of |<n|p_y|1s>|^2/(E_n - E_0)
    Ms, Mp = build(Z, lam, [0]), build(Z, lam, [1])
    ev, vec = eigh(Ms[1], Ms[0])
    P0, D0 = radial(0)
    du = 2*lam*(vec[:, 0] @ (D0 - P0/xs))
    bvec = (radial(1)[0]*ws) @ du/np.sqrt(3)
    psum = bvec @ solve(Mp[1] - ev[0]*Mp[0], bvec)
    assert abs(psum - 0.5) < 1e-8
    diag[Z] = (c2, c4, mixed, psum, M, E0)

# ---------- constants and worked example ----------
pc = C.physical_constants
a0, al = pc['Bohr radius'][0], C.alpha
Eh, B0 = pc['Hartree energy in eV'][0], C.hbar/(C.e*a0**2)
aA = a0*1e10
assert abs(B0/pc['atomic unit of mag. flux density'][0] - 1) < 1e-8
assert abs(C.mu_0*C.e**2/(4*np.pi*C.m_e*a0)/al**2 - 1) < 1e-8
pos, wt, rad = grid(1)
r2, rinv, perp2 = wt @ rad**2, wt @ (1/rad), wt @ (pos[:, 0]**2 + pos[:, 1]**2)
BT = 10.0
b = BT/B0
shift = b**2/4*Eh
assert abs(C.e*BT**2*perp2*a0**2/(8*C.m_e)/shift - 1) < 1e-8
xi_eV = -0.5*Eh/B0**2
chi_atom = -2*np.pi*al**2*aA**3
assert abs(-C.mu_0*C.e**2*r2*a0**2/(6*C.m_e)*1e30/chi_atom - 1) < 1e-8
sigma = al**2/3
assert abs(C.mu_0*C.e**2*rinv/a0/(12*np.pi*C.m_e)/sigma - 1) < 1e-8
assert abs(sigma*1e6 - 17.75) < 0.005
zee = abs(pc['electron g factor'][0])*b/4*Eh
assert zee > 1e4*shift
d = 1.0/aA
dia = (wt @ ((pos[:, 0] - d)**2 + pos[:, 1]**2))/8*b**2*Eh
para = -d**2/4*diag[1][3]*b**2*Eh
assert abs((dia + para)/shift - 1) < 1e-7 and dia > 2*shift
split = 2*pc['proton mag. mom.'][0]*BT/C.e
BS = 25000.0
bs = BS/B0
exact = ground(diag[1][4], bs) - diag[1][5]
assert abs(ground(build(1, 1.2, [0, 2, 4, 6, 8, 10]), bs) + 0.5 - exact) < 1e-9
o2, o4 = bs**2/4, bs**2/4 + c4_exact*bs**4
assert o4 < exact < o2 and abs(exact - o2) > 10*abs(exact - o4)

out = [
    ("Bohr radius", aA, "angstrom"), ("hartree", Eh, "eV"),
    ("atomic unit of field", B0, "T"), ("alpha^2", al**2, ""),
    ("H <r^2>", r2*aA**2, "angstrom^2"), ("H <x^2+y^2>", perp2*aA**2, "angstrom^2"),
    ("H <1/r>", rinv/aA, "1/angstrom"),
    ("B^4 coefficient exact, Z=1", c4_exact, "a.u."),
    ("diag. B^2 coefficient, Z=1", diag[1][0], "a.u."),
    ("diag. B^4 coefficient, Z=1", diag[1][1], "a.u."),
    ("diag. B^2 coefficient, Z=2", diag[2][0], "a.u."),
    ("diag. sigma/alpha^2, Z=1", diag[1][2], ""),
    ("diag. sigma/alpha^2, Z=2", diag[2][2], ""),
    ("Ampere sigma/alpha^2, Z=1", amp_sigma, ""), ("Ampere xi, Z=1", amp_xi, "a.u."),
    ("p_y sum rule, Z=1", diag[1][3], "a.u."),
    ("field", BT, "T"), ("field / atomic unit", b, ""),
    ("H diamagnetic shift", shift, "eV"),
    ("H B^4 term / B^2 term", c4_exact*b**2*4, ""),
    ("spin Zeeman shift g_e B/4", zee, "eV"), ("Zeeman / diamagnetic", zee/shift, ""),
    ("H magnetizability xi", xi_eV, "eV/T^2"), ("H induced moment", xi_eV*BT, "eV/T"),
    ("H chi/n", chi_atom, "angstrom^3"),
    ("H molar chi (SI)", chi_atom*1e-30*C.N_A, "m^3/mol"),
    ("H sigma", sigma*1e6, "ppm"), ("H induced field at nucleus", -sigma*BT, "T"),
    ("bare proton splitting", split, "eV"),
    ("reduction by shielding", sigma*split, "eV"),
    ("reduction by shielding", sigma*split*C.e/C.h, "Hz"),
    ("gauge origin shift d", d*aA, "angstrom"),
    ("shifted gauge: diamagnetic", dia, "eV"), ("shifted gauge: paramagnetic", para, "eV"),
    ("shifted gauge: sum", dia + para, "eV"),
    ("He+ diamagnetic shift", shift/2**2, "eV"), ("He+ chi/n", chi_atom/2**2, "angstrom^3"),
    ("He+ sigma", 2*sigma*1e6, "ppm"),
    ("strong field", BS, "T"), ("strong field / atomic unit", bs, ""),
    ("H shift, B^2 only", o2*Eh, "eV"), ("H shift, through B^4", o4*Eh, "eV"),
    ("H shift, diagonalization", exact*Eh, "eV"),
    ("relative error of B^2/4", o2/exact - 1, ""),
]
for name, val, unit in out:
    print(f"{name}: {val:.6g} {unit}".rstrip())
print("tests ok")
```

Output:

```
Bohr radius: 0.529177 angstrom
hartree: 27.2114 eV
atomic unit of field: 235052 T
alpha^2: 5.32514e-05
H <r^2>: 0.840086 angstrom^2
H <x^2+y^2>: 0.560057 angstrom^2
H <1/r>: 1.88973 1/angstrom
B^4 coefficient exact, Z=1: -0.276042 a.u.
diag. B^2 coefficient, Z=1: 0.25 a.u.
diag. B^4 coefficient, Z=1: -0.276041 a.u.
diag. B^2 coefficient, Z=2: 0.0625 a.u.
diag. sigma/alpha^2, Z=1: 0.333337
diag. sigma/alpha^2, Z=2: 0.666667
Ampere sigma/alpha^2, Z=1: 0.333333
Ampere xi, Z=1: -0.5 a.u.
p_y sum rule, Z=1: 0.5 a.u.
field: 10 T
field / atomic unit: 4.25438e-05
H diamagnetic shift: 1.2313e-08 eV
H B^4 term / B^2 term: -1.99852e-09
spin Zeeman shift g_e B/4: 0.000579509 eV
Zeeman / diamagnetic: 47064.9
H magnetizability xi: -2.4626e-10 eV/T^2
H induced moment: -2.4626e-09 eV/T
H chi/n: -4.95808e-05 angstrom^3
H molar chi (SI): -2.98583e-11 m^3/mol
H sigma: 17.7505 ppm
H induced field at nucleus: -0.000177505 T
bare proton splitting: 1.76086e-06 eV
reduction by shielding: 3.12561e-11 eV
reduction by shielding: 7557.69 Hz
gauge origin shift d: 1 angstrom
shifted gauge: diamagnetic: 3.42982e-08 eV
shifted gauge: paramagnetic: -2.19853e-08 eV
shifted gauge: sum: 1.2313e-08 eV
He+ diamagnetic shift: 3.07825e-09 eV
He+ chi/n: -1.23952e-05 angstrom^3
He+ sigma: 35.5009 ppm
strong field: 25000 T
strong field / atomic unit: 0.10636
H shift, B^2 only: 0.0769562 eV
H shift, through B^4: 0.075995 eV
H shift, diagonalization: 0.0760388 eV
relative error of B^2/4: 0.0120645
tests ok
```
